# A self-similar grain-boundary groove formed by evaporation and condensation

**Q.** A polished crystal surface is flat, and flat is the shape of least area. Why should heating dig a groove into it, and why would the groove keep a fixed slope?

**A.** Because a grain boundary ends there. Let the boundary be the vertical plane \(x=0\), and let \(y(x,t)\) be the surface height, positive towards the vapour and zero at the start. The surface energy \(\gamma\) is isotropic and the boundary energy is \(\gamma_b\). By symmetry I treat \(x>0\), where the surface leaves the root at an angle \(\theta\) above the horizontal. Each of the two surfaces pulls the root upwards with \(\gamma\sin\theta\), and the boundary pulls it down with \(\gamma_b\):

\[
2\gamma\sin\theta=\gamma_b,\qquad y'(0^+,t)=m=\tan\theta .
\]

The horizontal pulls cancel. I assume that atoms at the root rearrange quickly enough to maintain this balance while the rest of the surface evolves. A prime on \(y\) means \(\partial/\partial x\).

**Q.** That fixes an angle, not a motion. What drives atoms off the surface?

**A.** Curvature. Per unit length along the groove, the surface energy is \(E=\gamma\int\sqrt{1+y'^2}\,dx\). Add a small bump \(b(x)\) that vanishes at the root and far away. Integration by parts gives

\[
\delta E=\gamma\int\frac{y'b'}{\sqrt{1+y'^2}}dx
=-\gamma\int b\,\kappa\,dx,\qquad
\kappa=\left(\frac{y'}{\sqrt{1+y'^2}}\right)'=\frac{y''}{(1+y'^2)^{3/2}} .
\]

The bump contains \(\int b\,dx/\Omega\) atoms, where \(\Omega\) is the atomic volume. The energy per added atom is therefore

\[
\mu-\mu_0=-\gamma\Omega\kappa .
\]

On a hill \(\kappa<0\), so atoms there have a raised chemical potential. For an ideal vapour \(\mu\) varies as \(kT\ln p\), so the pressure in equilibrium with the curved surface is

\[
p_\kappa=p_0e^{-\gamma\Omega\kappa/kT},
\]

with \(p_0\) the value for a flat surface.

**Q.** An equilibrium pressure is still not a rate.

**A.** The rate follows from counting impacts. For atoms of mass \(M\) at density \(n=p/kT\), the Maxwell distribution gives the flux

\[
n\int_0^\infty v\sqrt{\frac{M}{2\pi kT}}\,e^{-Mv^2/2kT}dv
=n\sqrt{\frac{kT}{2\pi M}}=\frac{p}{\sqrt{2\pi MkT}} .
\]

I assume that every impinging atom sticks. In equilibrium at \(p_\kappa\) the surface must emit as much as it receives, so it emits \(p_\kappa/\sqrt{2\pi MkT}\). I take this emission to be the same when the actual vapour is at another pressure.

Now hold the vapour at \(p_0\), for example with a large flat piece of the same material at the same temperature. Let its mean free path be much longer than the groove, so that diffusion through the gas does not limit the exchange. The outward normal velocity is

\[
v_n=\Omega\frac{p_0-p_\kappa}{\sqrt{2\pi MkT}}\simeq A\kappa,\qquad
A=\frac{p_0\gamma\Omega^2}{kT\sqrt{2\pi MkT}},
\]

where \(\gamma\Omega|\kappa|/kT\ll1\) was used to expand the exponential.

A vertical rise \(y_t\,dt\) is a normal advance \(y_t\,dt/\sqrt{1+y'^2}\). Hence \(y_t=v_n\sqrt{1+y'^2}\), or

\[
y_t=\frac{A\,y''}{1+y'^2},\qquad y'(0,t)=m,\quad y(\infty,t)=0,\quad y(x,0)=0 .
\]

**Q.** This is nonlinear. Where would a square root of time come from?

**A.** From the absence of a length in the data. The slope \(m\) is a pure number and \(A\) has units of length squared per time, so the available length is \(\sqrt{At}\). Try

\[
y=\sqrt{At}\,Y(u),\qquad u=\frac{x}{\sqrt{At}} .
\]

Since \(u_t=-u/(2t)\), we have \(y_t=\frac{\sqrt{A}}{2\sqrt t}(Y-uY')\), where a prime on \(Y\) means \(d/du\). Also \(y''=Y''/\sqrt{At}\). Time cancels and leaves

\[
\frac{Y''}{1+Y'^2}=\frac{Y-uY'}{2},\qquad Y'(0)=m,\quad Y(\infty)=0 .
\]

If this problem has a solution, the depth is \(d=D(m)\sqrt{At}\), with \(D=-Y(0)\).

**Q.** "If" carries the argument. Does a solution exist when the slope is not small?

**A.** It does for any finite \(m>0\). Put \(P=Y'\) and \(\varphi=\arctan P\). Then \(\varphi'=Y''/(1+Y'^2)=(Y-uP)/2\), and differentiating once more gives

\[
\varphi''=-\frac u2P'=-\frac u2(1+\tan^2\varphi)\,\varphi' .
\]

Start from \(\varphi(0)=\theta\), \(\varphi'(0)=-a\), with \(a>0\). This first-order equation for \(\varphi'\) keeps \(\varphi'\) negative, so \(\varphi\) falls. While \(0\le\varphi\le\theta\), the factor \(1+\tan^2\varphi\) lies between \(1\) and \(1+m^2\), so

\[
a\,e^{-(1+m^2)u^2/4}\le|\varphi'|\le a\,e^{-u^2/4}.
\]

The integrals of the two exponentials from zero to infinity are \(\sqrt{\pi/(1+m^2)}\) and \(\sqrt\pi\). Therefore:

- if \(a<\theta/\sqrt\pi\), the total fall is less than \(\theta\), and \(\varphi\) tends to a positive limit;
- if \(a>\theta\sqrt{(1+m^2)/\pi}\), \(\varphi\) crosses zero.

Each of these outcomes survives a small change of \(a\): a crossing has nonzero slope, and a positive limit is protected by the Gaussian bound on the remaining fall. Two disjoint open sets cannot fill the interval of \(a\), so some \(a\) between them gives \(\varphi>0\) with \(\varphi(\infty)=0\).

For that \(a\), define \(Y=2\varphi'+uP\). Then \(Y'=2\varphi''+P+uP'=P\), as required. The Gaussian bound makes \(uP\) vanish at infinity, so \(Y(\infty)=0\). At the root \(Y(0)=-2a\), and hence

\[
\frac{2\theta}{\sqrt\pi}\le D(m)\le\frac{2\theta\sqrt{1+m^2}}{\sqrt\pi}.
\]

**Q.** Could there be two such profiles, with two depths?

**A.** No. Let \(w=Y_1-Y_2\) be their difference, so that \(w'(0)=0\) and \(w(\infty)=0\). If \(w\) is positive anywhere, it has a positive maximum. There the slopes agree, and subtracting the two equations gives \(w''=(1+P^2)w/2>0\), which is impossible at an interior maximum. At \(u=0\) the slopes also agree, and the same inequality makes \(w\) increase away from the root, so the maximum is not there either. Exchanging the two profiles excludes negative \(w\).

**Q.** Where does the removed material go? I would expect ridges beside the groove.

**A.** In this model it goes into the vapour. The solution has \(Y'=\tan\varphi>0\) and \(Y''<0\) at every finite \(u>0\), so the surface rises steadily to the plane without a ridge. The lost cross-section follows from

\[
\frac{d}{dt}\int_0^\infty y\,dx
=A\int_0^\infty\frac{y''}{1+y'^2}dx
=A\,[\arctan y']_0^\infty=-A\theta ,
\]

so each side loses the area \(\theta At\).

**Q.** I would still like a profile that I can write down.

**A.** Take \(m\ll1\) and drop \(y'^2\), which leaves \(y_t=Ay''\). The slope \(s=y'\) obeys the same equation, with \(s(0,t)=m\). Put \(s=mF(z)\), \(z=x/(2\sqrt{At})\). Then \(s_t=-mzF'/(2t)\) and \(As''=mF''/(4t)\), so

\[
F''=-2zF'\;\Rightarrow\;F'\propto e^{-z^2}\;\Rightarrow\;F=\operatorname{erfc}z,
\]

where \(F(0)=1\) and \(F(\infty)=0\) fixed the constants. Define

\[
\operatorname{ierfc}z=\int_z^\infty\operatorname{erfc}q\,dq
=\frac{e^{-z^2}}{\sqrt\pi}-z\operatorname{erfc}z ,
\]

the second form being an integration by parts. Integrating the slope inwards from infinity, where \(y=0\), gives

\[
y=-2m\sqrt{At}\,\operatorname{ierfc}\!\left(\frac{x}{2\sqrt{At}}\right),\qquad
d=2m\sqrt{\frac{At}{\pi}} .
\]

**Q.** How quickly does that fail as the slope grows?

**A.** Write \(Y=mY_1+m^3Y_3+\dots\), with \(Y_1=-2\operatorname{ierfc}(u/2)\). Thus \(Y_1'=\operatorname{erfc}(u/2)\) and \(Y_1''=-e^{-u^2/4}/\sqrt\pi\). Expanding \(1/(1+Y'^2)\) gives, at order \(m^3\),

\[
Y_3''+\tfrac u2Y_3'-\tfrac12Y_3=Y_1'^2Y_1'',\qquad Y_3'(0)=0 .
\]

\(Y_1\) solves the equation with zero on the right. Multiplying by \(e^{u^2/4}Y_1\) therefore produces a total derivative:

\[
\left[e^{u^2/4}(Y_1Y_3'-Y_1'Y_3)\right]'=e^{u^2/4}Y_1Y_1'^2Y_1'' .
\]

The bracket vanishes at infinity, where both functions have Gaussian decay, and equals \(-Y_3(0)\) at the root. With \(u=2z\), integration gives

\[
Y_3(0)=\frac4{\sqrt\pi}\int_0^\infty\operatorname{ierfc}z\,\operatorname{erfc}^2z\,dz .
\]

Therefore

\[
D=\frac{2m}{\sqrt\pi}(1-cm^2+\dots),\qquad
c=2\int_0^\infty\operatorname{ierfc}z\,\operatorname{erfc}^2z\,dz=0.237,
\]

the last value by numerical quadrature. The steeper groove is shallower than the linear formula says. At \(m=1\), numerical solution of the boundary-value problem by collocation gives \(D=0.948\), against \(1.128\) from the linear formula. The square-root law is unaffected; the prefactor changes.

**Q.** Atoms also slide along the surface. Does that not spoil the law?

**A.** It adds a length and so breaks the similarity, but its effect fades. At small slope, let \(D_s\) be the surface diffusivity and \(\nu=\Omega^{-2/3}\) the number of mobile atoms per area. The surface flux is

\[
J=-\frac{D_s\nu}{kT}\mu'=\frac{D_s\nu\gamma\Omega}{kT}y''' ,
\]

and its divergence contributes \(-\Omega J'\) to \(y_t\):

\[
y_t=Ay''-By'''',\qquad B=\frac{D_s\gamma\Omega^{4/3}}{kT}.
\]

If the boundary supplies no atoms, symmetry requires \(y'''(0,t)=0\). The Laplace transform in time, with variable \(p\) (no longer a pressure), is \(\hat y=\alpha e^{-k_1x}+\beta e^{-k_2x}\), where \(Bk^4-Ak^2+p=0\). The root conditions are

\[
-k_1\alpha-k_2\beta=\frac mp,\qquad k_1^3\alpha+k_2^3\beta=0 .
\]

Solving for \(\alpha\) and \(\beta\), the transformed depth is

\[
\hat d=-(\alpha+\beta)=\frac mp\,\frac{k_1^2+k_1k_2+k_2^2}{k_1k_2(k_1+k_2)} .
\]

The quartic gives \(k_1^2+k_2^2=A/B\) and \(k_1k_2=\sqrt{p/B}\). With \(\varepsilon=\sqrt{pB}/A\),

\[
\hat d=\frac{m\sqrt A}{p^{3/2}}\frac{1+\varepsilon}{\sqrt{1+2\varepsilon}}
=\frac{m\sqrt A}{p^{3/2}}\left(1+\frac{\varepsilon^2}{2}-\varepsilon^3+\dots\right).
\]

Late times correspond to small \(p\). The inverses of \(p^{-3/2}\) and \(p^{-1/2}\) are \(2\sqrt{t/\pi}\) and \(1/\sqrt{\pi t}\), while the \(\varepsilon^3\) term is constant in \(p\) and contributes nothing at \(t>0\). Thus

\[
d\simeq2m\sqrt{\frac{At}{\pi}}\left(1+\frac{B}{4A^2t}\right),\qquad t\gg\frac B{A^2}.
\]

At early times \(\varepsilon\) is large, the fraction tends to \(\sqrt{\varepsilon/2}\), and \(\hat d\propto p^{-5/4}\). The depth then grows as \(t^{1/4}\). The square-root law is the late regime.

**Q.** Give me a case where that regime is reached.

**A.** Consider magnesium at \(773\) K in a closed capsule filled with its own saturated vapour. The inputs are rough typical values: \(p_0=10\) Pa, \(\gamma=0.60\) J/m², \(\gamma_b=0.24\) J/m², \(\Omega=0.0235\) nm³, and \(M=24.305\) u. Then \(\sin\theta=0.24/1.20=0.20\), so \(\theta=11.5^\circ\) and \(m=0.204\). The impingement flux is \(1.922\times10^{23}\) m⁻² s⁻¹. Since \(kT=0.0666\) eV \(=1.067\times10^{-20}\) J,

\[
A=\frac{(1.922\times10^{23})(0.60)(2.35\times10^{-29})^2}{1.067\times10^{-20}}
=5.97\times10^{-15}\ \mathrm{m^2/s}.
\]

After \(600\) s, \(\sqrt{At}=1.89\) µm. The collocation solution gives \(D=0.2281\), so

\[
d=0.2281\times1.892\ \text{µm}=0.432\ \text{µm}=432\ \text{nm}.
\]

The linear formula gives \(436\) nm, about 1% more. At \(150\) s and \(2400\) s the depths are \(216\) and \(863\) nm: four times the time doubles the depth. Since \(d\propto\sqrt{p_0}\), an error of a factor two in the vapour pressure changes the depth by a factor \(1.4\).

**Q.** And the effects you left out, for these same numbers?

**A.** With a rough \(D_s=10^{-9}\) m²/s, \(B/A^2=10.6\) s, well below \(600\) s. Numerical inversion of \(\hat d\) gives a depth increase of \(0.43\%\), or \(3.6\%\) if \(D_s\) is ten times larger. For bulk diffusion, with diffusivity \(D_v\sim10^{-13}\) m²/s, compare the velocity scale \((D_v\gamma\Omega/kT)/(At)\) with \(A/\sqrt{At}\). The ratio is about \(1\%\), as an order of magnitude.

The vapour mean free path, \(kT/(\sqrt2\pi\sigma^2p_0)\) with a rough collision diameter \(\sigma=0.35\) nm, is about \(2\) mm, far longer than the groove. The excess vapour pressure at the root is \(8\times10^{-5}\) of \(p_0\), so linearising the exponential is safe here.

Near the root, each wall also sees the other across elevations from zero to \(2\theta\). Grazing atoms count for little in the flux. With cosine weighting, the share of the incoming flux that comes from the other wall is \(\frac12\int_0^{2\theta}\sin\eta\,d\eta=\sin^2\theta=4\%\). Those atoms leave a wall slightly above \(p_0\), which weakens the local driving force by at most about that share.

**Q.** An excess of \(8\times10^{-5}\) is tiny. Surely no capsule is saturated that accurately?

**A.** A uniform error matters less than that comparison suggests, because it mainly moves the whole surface. If the vapour is below \(p_0\) by a fraction \(\delta\), a flat surface recedes at \(v_0=\delta\Omega p_0/\sqrt{2\pi MkT}\). In the frame of the receding plane,

\[
y_t=\frac{Ay''}{1+y'^2}-v_0\left(\sqrt{1+y'^2}-1\right).
\]

The saturated solution \(y_s\) has slopes between \(0\) and \(m\). Lowering it by \(v_0t(\sqrt{1+m^2}-1)\) gives a function that falls at least as fast as this equation demands, with the same root slope. By the comparison principle the true surface lies between that function and \(y_s\). The extra depth is therefore at most \(v_0t(\sqrt{1+m^2}-1)\).

For \(\delta=10^{-4}\) and \(600\) s this bound is \(1.3\%\) of the depth; finite-difference integration of the equation gives \(0.47\%\). Relative to \(d\), the bound grows as \(\sqrt t\), so a persistent mismatch eventually threatens the law.

**Q.** What does that ask of a real furnace, and of a real film?

**A.** With a sublimation energy \(H\) of roughly \(1.5\) eV, \(\delta\simeq H\,\Delta T/(kT^2)\), so \(\delta=10^{-4}\) means a temperature mismatch of \(3.4\) mK between sample and vapour source. That is a severe demand, though it concerns the two evaporating surfaces rather than the furnace walls. A mismatch carries latent heat from the hotter surface to the colder at about \(1.3\times10^3\) W/m² per kelvin (the flux times \(H\) times \(H/kT^2\)), against at most \(4\sigma_{SB}T^3\approx10^2\) W/m² per kelvin for radiation (\(\sigma_{SB}\) is the Stefan–Boltzmann constant). Radiatively heated pieces are therefore pulled closer in temperature than their surroundings. A mismatch of \(0.1\) K is 29 times larger and raises the bound to about \(38\%\) of the depth, although the actual change may be smaller. In vacuum a surface held at \(773\) K would recede at \(4.5\) µm/s, or \(2.7\) mm in \(600\) s, and the saturated model does not apply. This rate is a ceiling: it consumes latent heat at about \(46\) kW/m², more than twice the black-body flux at that temperature, so a sample without strong conductive heating would cool and evaporate more slowly. Real magnesium also has an anisotropic surface energy and readily oxidises; I have not estimated either effect.

For a film, the model reaches a depth of \(1\) µm after \(3.2\times10^3\) s. This estimates when a straight groove from the top surface pierces a film of that thickness, if neighbouring grooves barely overlap and the vapour is almost exactly saturated. The second condition is stricter here than before, because the motion of the whole surface now counts. In that time \(\delta=10^{-4}\) would remove \(v_0t=1.5\) µm, more than the film itself, while an equal excess of vapour would raise the plane by the same amount, more than the groove deepens, and leave the root above its starting height. Even \(\delta=10^{-6}\), a mismatch of about \(0.03\) mK, moves the plane by \(15\) nm. The time is therefore an ideal limit, not a forecast for a real furnace. At small slope the equation is linear, so the profiles of parallel, equally spaced grooves add, and the slopes of the two neighbours cancel at the root between them. At \(600\) s one profile falls to a tenth of its root depth at \(3.64\) µm; scaled to \(1\) µm depth, that distance is \(8.4\) µm. Grains of this width would therefore deepen each root by about \(20\%\), a tenth from each neighbour. At twice the width, \(17\) µm, the argument of ierfc is \(z=3.64/1.89=1.93\), and the two neighbours add \(2\operatorname{ierfc}(1.93)/\operatorname{ierfc}(0)\), about \(0.5\%\). Parallel boundaries about \(17\) µm or more apart thus keep their grooves nearly independent up to this depth.

Real grain boundaries also meet, and wide grains do not remove that effect. Let three equal vertical boundaries meet at \(120^\circ\). At small slope, each half-boundary contributes half the depth of a full straight groove at its end, since two such halves make one full groove. The slopes that any two of them produce across the third cancel by mirror symmetry, so the root condition still holds. The pit at the junction is therefore \(\tfrac32d\) deep, and it reaches a given depth in \(\tfrac49\) of the time. In this model, with equal boundaries and an isotropic surface energy, a film is pierced there first. In a film with grains as narrow as its thickness, the grooves overlap long before piercing, and the isolated-groove time should not be used.

Numerical values quoted here were computed with a short program.
